# Core Polarization and the Hyperfine Constant of the Nitrogen Atom: verification in Python

```python
"""Core polarization and the isotropic hyperfine constant of 14N (2p^3, 4S).

Result under test: A = c * rho_s(0), rho_s = rho_alpha - rho_beta at M_S = S.
In UHF the canonical 1s pair contributes negatively and the 2s pair positively;
the total is a smaller difference, and only the total is independent of
rotations among occupied orbitals.  K is the exchange operator of the three
alpha 2p electrons; it splits the s-block Fock matrices into Fbar -/+ K/2.
Densities are in a0^-3, energies in hartree, hyperfine constants in MHz.
"""
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto, scf, dft, cc, fci, ao2mo

REFERENCE_MHZ = 10.45       # reference value posed in the question
MOMENT_14N = 0.40376        # nuclear magnetons; spin I = 1, so g_N = moment


def mhz_per_density(g_nucleus, spin):
    pc = const.physical_constants
    g_e = abs(pc['electron g factor'][0])
    moments = pc['Bohr magneton'][0] * pc['nuclear magneton'][0]
    volume = pc['Bohr radius'][0]**3
    return (2/3 * const.mu_0 * g_e * g_nucleus * moments
            / (2*spin * const.h * volume) * 1e-6)


def make_atom(basis):
    return gto.M(atom='N 0 0 0', basis={'N': basis}, spin=3, verbose=0)


def exponents(name):
    table = {}
    for shell in gto.load(name, 'N'):
        for primitive in shell[1:]:
            if not isinstance(primitive, (int, np.integer)):
                table.setdefault(shell[0], set()).add(float(primitive[0]))
    return table


def primitives(table):
    return [[l, [e, 1.0]] for l in sorted(table)
            for e in sorted(table[l], reverse=True)]


def at_nucleus(mol):
    return mol.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]


def run_uhf(mol, dm0=None, field=0.0):
    """UHF with the spin-dependent contact term field*(delta_a - delta_b)."""
    mf = scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    if field != 0.0:
        v = at_nucleus(mol)
        h0, contact = scf.hf.get_hcore(mol), field*np.outer(v, v)
        h_spin = np.array([h0 + contact, h0 - contact])
        mf.get_hcore = lambda *args: h_spin
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def run_rohf(mol):
    mf = scf.ROHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    mf.kernel()
    assert mf.converged
    return mf


def spin_density(mf):
    v, dm = at_nucleus(mf.mol), np.asarray(mf.make_rdm1())
    return v @ (dm[0] - dm[1]) @ v


def shell_parts(mf):
    v = at_nucleus(mf.mol)
    alpha, beta = [(v @ mf.mo_coeff[s][:, :2])**2 for s in (0, 1)]
    assert abs((alpha - beta).sum() - spin_density(mf)) < 1e-5
    return alpha - beta


def aligned_parts(mf, reference):
    """Split after rotating occupied s orbitals closest to reference 1s, 2s."""
    v, overlap, dens = at_nucleus(mf.mol), mf.get_ovlp(), []
    for s in (0, 1):
        orbitals = mf.mo_coeff[s][:, :2]
        left, _, right = np.linalg.svd(orbitals.T @ overlap @ reference)
        dens.append((v @ orbitals @ left @ right)**2)
    return dens[0] - dens[1]


def radial_uhf(n_s, n_p):
    """Independent radial UHF for N in orthonormal Laguerre functions
    r^(l+1) exp(-z r) L_n(2 z r), which can represent the nuclear cusp."""
    step = 0.005
    r = np.exp(np.arange(-14.0, 4.2, step))

    def shell(count, z, l):
        a = 2*l + 2
        norm = np.array([np.sqrt((2*z)**(a + 1)*factorial(n)/factorial(n + a))
                         for n in range(count)])

        def laguerre(x):
            return np.array([eval_genlaguerre(n, a, x) for n in range(count)])
        x, w = roots_laguerre(30)       # exact for these polynomial integrands
        q, w = x/(2*z), w/(2*z)
        lower = np.array([eval_genlaguerre(n - 1, a + 1, x) if n else 0*x
                          for n in range(count)])
        poly = norm[:, None]*q**(l + 1)*laguerre(x)
        slope = norm[:, None]*((l + 1)*q**l*laguerre(x)
                               - 2*z*q**(l + 1)*lower) - z*poly
        core = (0.5*(slope*w) @ slope.T
                + (poly*w*(l*(l + 1)/(2*q**2) - 7.0/q)) @ poly.T)
        u = norm[:, None]*r**(l + 1)*np.exp(-z*r)*laguerre(2*z*r)
        return core, u, norm*laguerre(0.0)

    def repulsion(k, f, g):
        inner = cumulative_trapezoid(g*r**(k+1), dx=step, axis=-1, initial=0)
        outer = cumulative_trapezoid(g*r**(-k), dx=step, axis=-1, initial=0)
        outer = outer[..., -1:] - outer
        # last term: end-point correction of the two trapezoidal integrals
        pot = inner/r**(k+1) + outer*r**k - step**2*(2*k + 1)/12*g
        return np.einsum('abr,cdr->abcd', f*r*step, pot, optimize=True)

    h_s, u_s, origin = shell(n_s, 3.0, 0)
    h_p, u_p, _ = shell(n_p, 2.5, 1)
    ss, pp = u_s[:, None]*u_s[None], u_p[:, None]*u_p[None]
    sp = u_s[:, None]*u_p[None]
    ss0, sp0, pp0 = repulsion(0, ss, ss), repulsion(0, ss, pp), repulsion(0, pp, pp)
    pp2, ex1 = repulsion(2, pp, pp), repulsion(1, sp, sp)
    pp_exchange = pp0 + 0.4*pp2
    pa, pb, p3 = np.zeros_like(h_s), np.zeros_like(h_s), np.zeros_like(h_p)
    energy = 0.0
    for _ in range(90):
        j_s = (np.einsum('ijkl,kl->ij', ss0, pa + pb)
               + 3*np.einsum('ijpq,pq->ij', sp0, p3))
        j_p = (np.einsum('ijpq,ij->pq', sp0, pa + pb)
               + 3*np.einsum('pqrs,rs->pq', pp0, p3))
        f_a = (h_s + j_s - np.einsum('ikjl,kl->ij', ss0, pa)
               - np.einsum('ipjq,pq->ij', ex1, p3))
        f_b = h_s + j_s - np.einsum('ikjl,kl->ij', ss0, pb)
        f_p = (h_p + j_p - np.einsum('ipjq,ij->pq', ex1, pa)/3
               - np.einsum('prqs,rs->pq', pp_exchange, p3))
        previous = energy
        energy = 0.5*(np.sum(pa*(h_s + f_a)) + np.sum(pb*(h_s + f_b))
                      + 3*np.sum(p3*(h_p + f_p)))
        c_a, c_b, c_p = [eigh((f + f.T)/2)[1] for f in (f_a, f_b, f_p)]
        pa = 0.5*pa + 0.5*c_a[:, :2] @ c_a[:, :2].T
        pb = 0.5*pb + 0.5*c_b[:, :2] @ c_b[:, :2].T
        p3 = 0.5*p3 + 0.5*c_p[:, :1] @ c_p[:, :1].T
    assert abs(energy - previous) < 1e-7
    value = origin/np.sqrt(4*np.pi)
    return energy, (value @ c_a[:, :2])**2 - (value @ c_b[:, :2])**2


def without_feedback(rohf):
    """Polarization by K at fixed ROHF potential: linear and full strength."""
    mol, v = rohf.mol, at_nucleus(rohf.mol)
    dm = np.asarray(rohf.make_rdm1())
    helper = scf.UHF(mol)
    fock = scf.hf.get_hcore(mol) + np.asarray(helper.get_veff(mol, dm))
    s = np.where(abs(v) > 1e-6)[0]
    block = np.ix_(s, s)
    mean, half = (fock[0] + fock[1])[block]/2, (fock[0] - fock[1])[block]/2
    p_orb = rohf.mo_coeff[:, 2:5]
    exchange = scf.hf.get_jk(mol, p_orb @ p_orb.T)[1][block]
    assert np.allclose(half, -exchange/2, atol=1e-6)
    overlap = rohf.get_ovlp()[block]
    eps, c = eigh(mean, overlap)
    phi, d = v[s] @ c, c.T @ half @ c
    virtual = np.array([4*phi[i]*np.sum(phi[2:]*d[2:, i]/(eps[i] - eps[2:]))
                        for i in (0, 1)])
    mixing = 4*phi[0]*phi[1]*d[1, 0]/(eps[0] - eps[1])

    def polarization(strength):
        a, b = [(v[s] @ eigh(mean + sign*strength*half, overlap)[1][:, :2])**2
                for sign in (1, -1)]
        return a - b
    numeric = polarization(0.02)/0.02
    assert np.allclose(numeric, virtual + np.array([mixing, -mixing]), atol=2e-3)
    return virtual, mixing, polarization(1.0)


def coupled_cluster(mf0, field=1e-4):
    """rho_s(0) from energy derivatives: UHF, CCSD, CCSD(T)."""
    energies = []
    for sign in (1, -1):
        mf = run_uhf(mf0.mol, mf0.make_rdm1(), sign*field)
        solver = cc.UCCSD(mf)
        solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-6
        solver.max_cycle, solver.incore_complete = 80, True
        eris = solver.ao2mo()
        solver.kernel(eris=eris)
        assert solver.converged
        triples = solver.ccsd_t(eris=eris)
        energies.append([mf.e_tot, solver.e_tot, solver.e_tot + triples])
    slopes = (np.array(energies[0]) - np.array(energies[1]))/(2*field)
    assert abs(slopes[0] - spin_density(mf0)) < 5e-4
    return slopes


def fci_density(rohf, n_core):
    mol, c = rohf.mol, rohf.mo_coeff
    core, active = c[:, :n_core], c[:, n_core:]
    h = scf.hf.get_hcore(mol)
    if n_core:
        j, k = scf.hf.get_jk(mol, 2*core @ core.T)
        h = h + j - k/2
    n, electrons = active.shape[1], (5 - n_core, 2 - n_core)
    solver = fci.direct_spin1.FCI()
    solver.verbose, solver.conv_tol = 0, 1e-11
    energy, vector = solver.kernel(active.T @ h @ active,
                                   ao2mo.kernel(mol, active), n, electrons)
    da, db = solver.make_rdm1s(vector, n, electrons)
    w = at_nucleus(mol) @ active
    return energy, w @ (da - db) @ w


def print_row(label, values):
    print(f"{label:26s} " + " ".join(f"{factor*x:9.2f}" for x in values))


# conversion factor, checked on the hydrogen ground state
g_proton = const.physical_constants['proton g factor'][0]
wavelength_cm = 100*const.c/(mhz_per_density(g_proton, 0.5)/np.pi*1e6)
assert round(wavelength_cm) == 21
factor = mhz_per_density(MOMENT_14N, 1.5)
print(f"14N magnetic moment (input)        {MOMENT_14N:.5f} nuclear magnetons")
print(f"check: hydrogen line               {wavelength_cm:.2f} cm")
print(f"A per unit spin density, S=3/2     {factor:.3f} MHz a0^3")
print(f"reference A                        {REFERENCE_MHZ:.2f} MHz")
print(f"reference spin density             {REFERENCE_MHZ/factor:.5f} a0^-3")

# large even-tempered Gaussian basis: UHF close to its basis limit
large = make_atom(primitives({0: set(0.06*2.3**np.arange(23)),
                              1: set(0.05*2.4**np.arange(12))}))
rohf = run_rohf(large)
assert abs(spin_density(rohf)) < 1e-6
uhf = run_uhf(large, np.asarray(rohf.make_rdm1()))
parts = shell_parts(uhf)
total = parts.sum()
assert parts[0] < 0 < parts[1] and 0 < total < min(abs(parts))
v0, dm = at_nucleus(large), np.asarray(uhf.make_rdm1())
print("-- UHF, large Gaussian basis 23s12p")
print(f"energy ROHF, UHF                   {rohf.e_tot:.5f}, {uhf.e_tot:.5f} hartree")
print(f"<S^2> (pure quartet 3.75)          {uhf.spin_square()[0]:.5f}")
print(f"alpha, beta density at nucleus     {v0@dm[0]@v0:.4f}, {v0@dm[1]@v0:.4f} a0^-3")
print(f"spin density at nucleus            {total:.5f} a0^-3")
print(f"canonical 1s, 2s, total            {factor*parts[0]:.2f}, "
      f"{factor*parts[1]:.2f}, {factor*total:.2f} MHz")
aligned = aligned_parts(uhf, rohf.mo_coeff[:, :2])
assert abs(aligned.sum() - total) < 1e-5
print(f"ROHF-aligned 1s, 2s, total         {factor*aligned[0]:.2f}, "
      f"{factor*aligned[1]:.2f}, {factor*aligned.sum():.2f} MHz")
for label, p in (("canonical", parts), ("aligned", aligned)):
    print(f"cancellation ratio R, {label:10s}   {abs(p).sum()/abs(p.sum()):.2f}")
    print(f"  change of A for +1% in 1s, 2s    {p[0]/p.sum():+.2f}, {p[1]/p.sum():+.2f} %")
r2 = large.intor('int1e_r2')
radii = np.array([[uhf.mo_coeff[s][:, i] @ r2 @ uhf.mo_coeff[s][:, i]
                   for i in (0, 1)] for s in (0, 1)])
assert radii[0, 0] > radii[1, 0] and radii[0, 1] < radii[1, 1]
print(f"<r^2> 1s alpha, beta               {radii[0,0]:.6f}, {radii[1,0]:.6f} a0^2")
print(f"<r^2> 2s alpha, beta               {radii[0,1]:.4f}, {radii[1,1]:.4f} a0^2")
virtual, mixing, strong = without_feedback(rohf)
print("-- 2p exchange acting without self-consistent feedback")
print(f"first order, virtuals: 1s, 2s, sum {factor*virtual[0]:.2f}, "
      f"{factor*virtual[1]:.2f}, {factor*virtual.sum():.2f} MHz")
print(f"first order, 1s-2s mixing: 1s, 2s  {factor*mixing:+.2f}, {-factor*mixing:+.2f} MHz")
print(f"full strength: 1s, 2s, sum         {factor*strong[0]:.2f}, "
      f"{factor*strong[1]:.2f}, {factor*strong.sum():.2f} MHz")

# basis dependence of UHF
tz = exponents('cc-pvtz')
top = max(tz[0])
tz[0] |= {6*top, 36*top}
bases = [("STO-3G", 'sto-3g'), ("6-31G", '6-31g'), ("cc-pVDZ", 'cc-pvdz'),
         ("cc-pVTZ", 'cc-pvtz'), ("cc-pVQZ", 'cc-pvqz'),
         ("cc-pVDZ uncontracted", primitives(exponents('cc-pvdz'))),
         ("cc-pVTZ unc. + 2 tight s", primitives(tz))]
print("-- UHF by basis: canonical 1s, 2s, total in MHz")
solutions = {}
for label, basis in bases:
    solutions[label] = run_uhf(make_atom(basis))
    p = shell_parts(solutions[label])
    print_row(label, [p[0], p[1], p.sum()])
minimal = shell_parts(solutions["STO-3G"])
assert abs(minimal.sum()) < 1e-6 and abs(minimal[0]) > 1e-3
_, p_small = radial_uhf(16, 12)
e_radial, p = radial_uhf(20, 14)
print_row("Laguerre 16s12p (own code)", [p_small[0], p_small[1], p_small.sum()])
print_row("Laguerre 20s14p (own code)", [p[0], p[1], p.sum()])
print(f"UHF energy, Laguerre 20s14p        {e_radial:.5f} hartree")
assert abs(p.sum() - p_small.sum()) < 0.003
# tolerances reflect the missing nuclear cusp of the Gaussian basis
assert abs(e_radial - uhf.e_tot) < 1e-4
assert abs(p.sum() - total) < 0.006
assert np.all(abs(p - parts) < 0.012)

# density functionals in the large basis
print("-- density functionals, 23s12p: canonical 1s, 2s, total in MHz")
for label, xc in (("SVWN", 'lda,vwn'), ("PBE", 'pbe,pbe'), ("B3LYP", 'b3lyp')):
    ks = dft.UKS(large)
    ks.chkfile, ks.xc, ks.max_cycle = None, xc, 100
    ks.grids.atom_grid, ks.grids.prune = {'N': (150, 50)}, None
    ks.kernel(dm0=dm)
    assert ks.converged
    p = shell_parts(ks)
    print_row(label, [p[0], p[1], p.sum()])

# correlated methods
print("-- all-electron UHF, CCSD, CCSD(T) in MHz")
correlated = {}
for label in ("cc-pVDZ", "cc-pVDZ uncontracted", "cc-pVTZ unc. + 2 tight s"):
    correlated[label] = coupled_cluster(solutions[label])
    print_row(label, correlated[label])
small = run_rohf(make_atom('cc-pvdz'))
e_fci, full = fci_density(small, 0)
_, frozen = fci_density(small, 1)
assert e_fci < solutions["cc-pVDZ"].e_tot
assert abs(full - correlated["cc-pVDZ"][2]) < 0.01
print(f"FCI, cc-pVDZ                       {factor*full:.2f} MHz")
print(f"FCI, cc-pVDZ, 1s frozen            {factor*frozen:.2f} MHz")
print(f"effect of releasing 1s             {factor*(full - frozen):+.2f} MHz")
best = factor*correlated["cc-pVTZ unc. + 2 tight s"][2]
assert abs(best - REFERENCE_MHZ) < abs(factor*total - REFERENCE_MHZ)
print(f"UHF limit / reference              {factor*total/REFERENCE_MHZ:.3f}")
print(f"best CCSD(T) / reference           {best/REFERENCE_MHZ:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
14N magnetic moment (input)        0.40376 nuclear magnetons
check: hydrogen line               21.07 cm
A per unit spin density, S=3/2     107.701 MHz a0^3
reference A                        10.45 MHz
reference spin density             0.09703 a0^-3
-- UHF, large Gaussian basis 23s12p
energy ROHF, UHF                   -54.40091, -54.40453 hartree
<S^2> (pure quartet 3.75)          3.75790
alpha, beta density at nucleus     102.8445, 102.6573 a0^-3
spin density at nucleus            0.18712 a0^-3
canonical 1s, 2s, total            -79.90, 100.06, 20.15 MHz
ROHF-aligned 1s, 2s, total         -50.20, 70.35, 20.15 MHz
cancellation ratio R, canonical    8.93
  change of A for +1% in 1s, 2s    -3.96, +4.96 %
cancellation ratio R, aligned      5.98
  change of A for +1% in 1s, 2s    -2.49, +3.49 %
<r^2> 1s alpha, beta               0.070923, 0.069659 a0^2
<r^2> 2s alpha, beta               2.0055, 2.3922 a0^2
-- 2p exchange acting without self-consistent feedback
first order, virtuals: 1s, 2s, sum -48.19, 40.44, -7.75 MHz
first order, 1s-2s mixing: 1s, 2s  -29.40, +29.40 MHz
full strength: 1s, 2s, sum         -77.60, 70.25, -7.35 MHz
-- UHF by basis: canonical 1s, 2s, total in MHz
STO-3G                        -19.28     19.28     -0.00
6-31G                         -36.09     69.05     32.95
cc-pVDZ                       -36.89     66.87     29.98
cc-pVTZ                       -83.35     79.77     -3.58
cc-pVQZ                       -91.20     96.31      5.11
cc-pVDZ uncontracted          -76.62     91.22     14.60
cc-pVTZ unc. + 2 tight s      -79.60     97.74     18.14
Laguerre 16s12p (own code)    -80.05    100.30     20.25
Laguerre 20s14p (own code)    -80.09    100.27     20.19
UHF energy, Laguerre 20s14p        -54.40455 hartree
-- density functionals, 23s12p: canonical 1s, 2s, total in MHz
SVWN                          -61.00     59.20     -1.79
PBE                           -47.47     46.18     -1.30
B3LYP                         -51.94     61.95     10.01
-- all-electron UHF, CCSD, CCSD(T) in MHz
cc-pVDZ                        29.98     28.28     28.38
cc-pVDZ uncontracted           14.60      3.99      3.86
cc-pVTZ unc. + 2 tight s       18.15      7.09      7.17
FCI, cc-pVDZ                       28.43 MHz
FCI, cc-pVDZ, 1s frozen            39.19 MHz
effect of releasing 1s             -10.75 MHz
UHF limit / reference              1.929
best CCSD(T) / reference           0.686
ALL CHECKS PASSED
```
